Brouwer's formula for adiabatic pumping, with two delta barriers worked out, part 1

(Sections cited here and not found follow in the second part.)

## First half: from Floquet scattering to an area integral

Two thin barriers stand in a one-dimensional wire. The electrons arriving from both sides have the same temperature and the same chemical potential, so there is no bias. The barrier strengths oscillate a quarter period apart, and 0.395 electron per spin passes from left to right in each cycle. Halving the drive frequency changes this number by less than one part in a thousand. If one barrier is held still at its mean strength while the other oscillates as before, the charge per cycle at the same frequencies is about a hundred to two hundred times smaller, and it halves when the frequency is halved.

The first number therefore survives in the limit of a slow drive and the second does not. The theorem below explains both facts: the surviving charge is an integral over the area enclosed in the plane of the two parameters, and a path that goes out and back along a line encloses no area.

### Setting and assumptions

A scatterer is joined to leads m = 1, 2, …, each with one or more open channels. Greek indices label channels. The scattering amplitude from incoming channel β to outgoing channel α is S_αβ, normalized to unit flux. The time factor is exp(−iEt/ħ), and all counts are for one spin.

(A1) The electrons are independent and phase-coherent in the scatterer. The lead potentials are static, and every lead injects electrons with the same Fermi function f(E).

(A2) Two real parameters X1(t), X2(t) run once around a smooth closed loop in each period P = 2π/ω. They act through a potential V that is confined to a finite region.

(A3) At each fixed X the matrix S(E;X) is unitary. It is smooth in E near the Fermi energy, and smooth in X on the loop and on the area A inside it. In the energy range that matters no channel opens or closes, and the scatterer has no bound state.

(A4) The drive is slow: ωτ ≪ 1, where τ is the longest scattering delay on the loop.

Let N_m be the mean number of electrons delivered into lead m per period, counted positive when they leave the scatterer. The charge delivered is qN_m, with q = −e for electrons.

**Theorem.** Under (A1) to (A4), to leading order in ω,

N_m = −(1/2π) ∫dE (−f′) ∮ Σ_{α∈m} Σ_β Im(S*_αβ dS_αβ).  (1)

If the loop runs counterclockwise in the (X1, X2) plane, this equals

N_m = −(1/π) ∫dE (−f′) ∬_A dX1 dX2 F_m,  (2)

F_m = Σ_{α∈m} Σ_β Im(∂1S*_αβ ∂2S_αβ),  (3)

where ∂i = ∂/∂Xi. The sum of N_m over all leads vanishes. If a single parameter moves out along an interval and returns, every N_m vanishes in this order.

Equation (2) is Brouwer's formula. The proof needs two lemmas: one gives the current without assuming a slow drive, the other supplies the amplitudes for a slow drive.

### Lemma 1: the mean current

A periodic scatterer changes an electron's energy by whole quanta ħω. Write E_n = E + nħω, and let S^F_αβ(E, E_n) be the amplitude for an electron entering in channel β at energy E_n to leave in channel α at energy E. Then the mean number current into lead m is

J_m = (1/h) ∫dE Σ_{α∈m} Σ_{β,n} |S^F_αβ(E, E_n)|² [f(E_n) − f(E)].  (4)

**Proof.** Let a_β(E) and b_α(E) annihilate incoming and outgoing electrons. They are related by

b_α(E) = Σ_{β,n} S^F_αβ(E, E_n) a_β(E_n).

The incoming electrons are uncorrelated and have occupation f(E_n), so the outgoing occupation is

f_α^out(E) = Σ_{β,n} |S^F_αβ(E, E_n)|² f(E_n).

A flux-normalized channel carries dE/h electrons per second in the interval dE at full occupation. The net mean current into the lead is outgoing minus incoming:

J_m = (1/h) ∫dE Σ_{α∈m} [f_α^out(E) − f(E)].

The outgoing operators obey the same anticommutation rules as the incoming ones, which requires

Σ_{β,n} |S^F_αβ(E, E_n)|² = 1.

Multiplying the term f(E) by this sum gives (4). ∎

The bracket in (4) vanishes for n = 0. Electrons that exchange no quantum with the drive contribute nothing, because the leads are in mutual equilibrium. For the other terms the bracket, once integrated over energy, is of order ω. The amplitudes are therefore needed only at zeroth order in ω.

### Lemma 2: the amplitudes for a slow drive

Expand the frozen matrix, which is S evaluated at the instantaneous parameters, as

S_αβ(E; X(t)) = Σ_n S_αβ,n(E) exp(−inωt).  (5)

The factor exp(−inωt) raises the energy by nħω. The claim is

S^F_αβ(E_n, E) = S_αβ,n(E) + O(ω).  (6)

**Proof.** Let G0(E) be the outgoing Green function without V, and χ_β the incoming wave at energy E. Write the driven wave as Σ_n ψ_n exp(−iE_n t/ħ), and let V_l be the Fourier components of V(t), defined as in (5). Collecting the terms of equal frequency in the Schrödinger equation gives

ψ_n = δ_n0 χ_β + G0(E_n) Σ_l V_{n−l} ψ_l.  (7)

Replace G0(E_n) by G0(E), multiply by exp(−inωt) and sum over n. The convolution becomes a product, and u(t) = Σ_n ψ_n exp(−inωt) satisfies

u(t) = χ_β + G0(E) V(t) u(t).

This is the equation of the static scattering state at the instantaneous parameters. In this approximation the ψ_n are its Fourier components.

The replacement changes the right side of (7) by a term with the factor G0(E_n) − G0(E) = nħω ∂G0/∂E + …. On the finite support of V this derivative is bounded away from thresholds. For a smooth drive the Fourier components fall off fast enough for the sum over n to converge. The frozen equation has a unique solution on the loop by (A3), so the resulting change of the wave is also O(ω). The outgoing amplitudes are linear in Vψ, with momentum and flux factors that vary smoothly with E_n; evaluating these at E costs another O(ω). ∎

In (4) the electron enters at E_n and leaves at E, so it gains −n quanta. Equation (6) then reads

S^F_αβ(E, E_n) = S_αβ,−n(E) + O(ω),

since shifting the argument of S from E_n to E is again a change of order ω.

### Proof of the theorem

**The energy integral.** Let w(E) be a smooth function and a = nħω. Since

f(E + a) − f(E) = ∫_0^a ds f′(E + s),

the substitution ε = E + s gives

∫dE w(E)[f(E + a) − f(E)] = −∫dε (−f′(ε)) ∫_0^a ds w(ε − s)
= −a ∫dε (−f′(ε)) w(ε) + O(a²).  (8)

This holds at zero temperature too, where f itself has a step. What must be smooth on the scale of the exchanged quanta is w, hence the scattering matrix, and not f.

**The line integral.** Insert (6) and (8) into (4). With ħω/h = ω/2π,

J_m = −(ω/2π) ∫dE (−f′) Σ_{α∈m} Σ_{β,n} n |S_αβ,−n|².

Renaming n as −n turns the sign to plus. Multiplying by the period 2π/ω gives

N_m = ∫dE (−f′) Σ_{α∈m} Σ_{β,n} n |S_αβ,n|².  (9)

In this order, the number of electrons delivered into a lead equals the net number of quanta absorbed by the waves leaving through it.

To evaluate the sum, differentiate (5) and average over a period. The orthogonality of the exponentials leaves

(1/P) ∫_0^P dt S*_αβ dS_αβ/dt = −iω Σ_n n |S_αβ,n|².

Multiply by i/ω and use ωP = 2π:

Σ_n n |S_αβ,n|² = (i/2π) ∮ S*_αβ dS_αβ.

The real part of S* dS is ½ d|S|², which integrates to zero around a closed loop. What remains is i times the imaginary part, and i·i = −1, so

Σ_n n |S_αβ,n|² = −(1/2π) ∮ Im(S*_αβ dS_αβ).  (10)

Equations (9) and (10) give (1).

**The area integral.** Define A_i = Σ_{α∈m} Σ_β Im(S*_αβ ∂iS_αβ). For a counterclockwise loop Stokes' theorem gives

∮(A_1 dX1 + A_2 dX2) = ∬_A dX1 dX2 (∂1A_2 − ∂2A_1).

For each matrix element the mixed second derivatives cancel:

∂1(S*∂2S) − ∂2(S*∂1S) = ∂1S*∂2S − ∂2S*∂1S.

The last term is the complex conjugate of the one before it. Their difference is 2i Im(∂1S*∂2S), so

∂1A_2 − ∂2A_1 = 2F_m.

The factor 2 turns 1/2π into 1/π, which is (2).

**Sum over leads.** Summed over all outgoing channels, the form in (1) is Im Tr(S†dS). For a unitary matrix d ln det S = Tr(S†dS), and det S = exp(i arg det S), so the form is d(arg det S). It is the differential of a smooth function on A. Its curl vanishes at each point, and therefore

Σ_m F_m = 0,  Σ_m N_m = 0.  (11)

No charge accumulates on the scatterer over a cycle.

**One parameter.** If only X moves, the form in (1) is a(X)dX with a smooth function a. On an interval it has the primitive K(X) = ∫^X a(X′)dX′. When X returns to its starting value, ∮a dX = K(X_0) − K(X_0) = 0. The result does not depend on the time profile of X or on any asymmetry of the scatterer. The same holds for two parameters tied together by a relation X2 = g(X1), because they too retrace a line. ∎

### Remarks

**Sign.** Consider one channel with S = exp(iθ(t)). The outgoing wave exp(−iEt/ħ + iθ) has energy E − ħ dθ/dt. An electron leaving at E therefore came in at E + ħ dθ/dt, and the net outgoing rate is

(1/h) ∫dE [f(E + ħ dθ/dt) − f(E)] = −(1/2π) dθ/dt.

A growing phase draws electrons into the scatterer, which agrees with the minus sign in (1). Counting charge that enters the scatterer as positive reverses the signs in (1) and (2).

**Why F is a curvature.** For one outgoing channel the amplitudes S_αβ, with β running over all inputs, form a complex unit vector. Multiplying this vector by a phase exp(iη(X)) adds dη to the form in (1). The line integral around a contractible loop does not change, and neither does F. The form is thus a connection, and 2F_m is its curvature. For short, F_m itself is called the curvature below. In particular, moving the reference plane in a lead multiplies amplitudes by phases independent of X and leaves N_m unchanged.

**Where the one-parameter result stops.** It is a statement about the limit of small ω; a charge per cycle proportional to ω is still allowed. It also assumes that the parameter returns along an interval. A perfectly reflecting wall at position x0 shows what happens otherwise. Its amplitudes on the left and right are −exp(2ikx0) and −exp(−2ikx0). When the wall moves right by π/k, the matrix at this k returns to its initial value, although x0 has not turned back. Equation (1) gives −1 for the left lead and +1 for the right: the wall has swept one electron per spin to the right. Here the single parameter acts as an angle, the path winds, and the primitive K does not return to its starting value.

## Second half: two delta barriers

The first half gave the number N_m of electrons per spin delivered into lead m in one slow, counterclockwise cycle. At zero temperature, with S taken at the Fermi energy,

N_m = −(1/2π) ∮ Σ Im(S*dS) = −(1/π) ∬ F_m dX1 dX2,  F_m = Σ Im(∂1S*∂2S).  (12)

The sums run over outgoing channels in lead m and over all incoming channels, and Σ_m F_m = 0. The time factor is exp(−iEt/ħ), ω is the drive frequency, and each lead now has one channel, L on the left and R on the right.

### Scattering states

The potential is U1δ(x) + U2δ(x − L), where L also denotes the barrier distance. At wave number k set

φ = kL,  z_j = mU_j/(ħ²k),  s = sin φ,  c = cos φ,

with m now the electron mass. The parameters are z1 and z2 at fixed k. Amplitudes refer to the planes x = 0 and x = L. Across barrier j the wave is continuous and its derivative jumps by 2kz_jψ.

For a wave incident from the left,

ψ = e^{ikx} + r e^{−ikx} for x < 0,
ψ = a e^{ikx} + b e^{−ikx} for 0 < x < L,
ψ = t e^{ik(x−L)} for x > L.

At x = L the two conditions are

a e^{iφ} + b e^{−iφ} = t,
ik[t − a e^{iφ} + b e^{−iφ}] = 2kz2 t.

Since 2/i = −2i, the second gives a e^{iφ} − b e^{−iφ} = t(1 + 2iz2). Half the sum and half the difference of the two equations yield

a = t e^{−iφ}(1 + iz2),  b = −iz2 t e^{iφ}.

At x = 0 the conditions are

1 + r = a + b,
1 − r = a − b + 2iz1(a + b).

Half their sum is 1 = a(1 + iz1) + iz1 b. Inserting a and b gives

t = e^{iφ}/D,  D = (1 + iz1)(1 + iz2) + z1z2 e^{2iφ}.  (13)

The transmission probability is T = 1/|D|². The wave at the first barrier is

ψ_L(0) = a + b = [1 + iz2(1 − e^{2iφ})]/D.

Because 1 − e^{2iφ} = −2is e^{iφ}, and by mirror symmetry for incidence from the right,

ψ_L(0) = (1 + 2z2 s e^{iφ})/D,  ψ_R(L) = (1 + 2z1 s e^{iφ})/D,
ψ_L(L) = ψ_R(0) = e^{iφ}/D.  (14)

### Lemma 3: response to one barrier

With x_1 = 0 and x_2 = L,

∂S_αβ/∂z_j = −i ψ_α(x_j) ψ_β(x_j).  (15)

This part has proved that the charge pumped in a slow cycle is an integral over the enclosed parameter area, and has found the scattering states of two delta barriers. It remains to prove the response formula (15), derive the curvature from it, and compare the predicted charge with numerical results, including those at finite frequency.
